# Finite differences for √r R in planar hydrogen: the m = 0 problem: a numerical check

```python
"""Planar hydrogen, H = -(1/2) Laplacian - 1/r, atomic units, exact E0 = -2.
Result under test: for m = 0 the three-point scheme for u = sqrt(r) R on
r_j = j h, with -1/(8 r^2) sampled at the nodes, has an error ~ 8/ln(1/h),
whereas a flux scheme for R on r_j = (j+1/2) h has the error 2 h^2.
Symbols: h grid spacing, m angular momentum, kappa = sqrt(-2E),
a = 1/2 - 1/kappa, b = constant in the grid solution sqrt(j) (ln j + b).
"""
from fractions import Fraction
import numpy as np
from scipy import constants
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.special import digamma, j0, y0, jn_zeros

GAMMA = np.euler_gamma
b = 6 * np.log(2) + GAMMA - 2
hartree_eV = constants.value("Hartree energy in eV")


def lowest(diagonal, off_diagonal):
    return eigvalsh_tridiagonal(diagonal, off_diagonal,
                                select="i", select_range=(0, 0))[0]


def energy_u(h, m=0, box=20.0, charge=1.0, repaired=False):
    """Three-point scheme for u, zero at r = 0 and at r = box."""
    j = np.arange(1, int(round(box / h)), dtype=float)
    r = j * h
    if repaired:  # potential for which sqrt(j) solves the zero-energy grid equation
        central = (np.sqrt(j + 1) + np.sqrt(j - 1) - 2 * np.sqrt(j)) \
            / (2 * h**2 * np.sqrt(j))
    else:
        central = (m**2 - 0.25) / (2 * r**2)
    return lowest(1 / h**2 + central - charge / r,
                  np.full(len(r) - 1, -0.5 / h**2))


def energy_R(h, box=20.0):
    """Flux scheme for R, symmetrised with sqrt(r_j)."""
    r = (np.arange(int(round(box / h))) + 0.5) * h
    face = 0.5 * (r[:-1] + r[1:])
    return lowest(1 / h**2 - 1 / r,
                  -face / (2 * h**2 * np.sqrt(r[:-1] * r[1:])))


def matching_log(a):
    """Constant L in R ~ ln r + L for the decaying Coulomb solution."""
    kappa = 1 / (0.5 - a)
    return np.log(2 * kappa) + digamma(a) + 2 * GAMMA


def energy_matching(h):
    target = np.log(1 / h) + b
    a = brentq(lambda x: matching_log(x) - target, -1 + 1e-9, -1e-9,
               xtol=1e-14)
    return -0.5 / (0.5 - a)**2


def energy_closed(h):
    lam = np.log(16 / h) - 2
    return -2 / (1 + 2 / lam)**2


# Generating function: exact rational coefficients against the recurrence.
count = 12
power, hyper = [Fraction(1)], [Fraction(1)]
for n in range(count - 1):
    power.append(power[-1] * (Fraction(3, 2) + n) / (n + 1))
    hyper.append(hyper[-1] * (Fraction(1, 2) + n)**2 / (n + 1)**2)
series = [sum(power[i] * hyper[n - i] for i in range(n + 1))
          for n in range(count)]
v = [Fraction(0), Fraction(1)]
for n in range(1, count):
    v.append((2 - Fraction(1, 4 * n * n)) * v[n] - v[n - 1])
assert v[1:] == series

# Large-j behaviour of the same recurrence against the logarithmic law.
last = 100000
previous, current = 0.0, 1.0
for n in range(1, last):
    previous, current = current, (2 - 0.25 / n**2) * current - previous
ratio_grid = current / np.sqrt(last)
ratio_law = 2 / np.pi**1.5 * (np.log(last) + b)
assert abs(ratio_grid / ratio_law - 1) < 1e-4

print(f"exact ground energy: {-2.0:.4f} hartree = {-2*hartree_eV:.3f} eV")
print(f"constant b: {b:.5f} (dimensionless)")
print(f"hard-disc radius / h: {np.exp(-b):.5f} (dimensionless)")
print(f"v_j/sqrt(j) at j={last}: recurrence {ratio_grid:.6f}, "
      f"law {ratio_law:.6f}")

# Slow scheme: matrix eigenvalues against matching and closed estimate.
print("u scheme, m=0; h in bohr, energies in hartree:")
slow = []
for h in (1e-1, 1e-2, 1e-3, 1e-4):
    e_grid, e_match, e_closed = energy_u(h), energy_matching(h), energy_closed(h)
    slow.append(e_grid)
    print(f"  h={h:.4f}: matrix {e_grid:.5f}, matching {e_match:.5f}, "
          f"closed {e_closed:.5f}")
    # Matching leaves out grid corrections of order h near the origin.
    assert abs(e_grid - e_match) < 5 * h
    # The closed form leaves out terms of third order in 1/Lambda.
    assert abs(e_match - e_closed) < 30 / (np.log(16 / h) - 2)**3
assert all(x > y > -2 for x, y in zip(slow, slow[1:]))
print(f"  h=0.0001 matrix energy: {slow[-1]*hartree_eV:.3f} eV")

# The leading coefficient 8, from the matching condition at very small |a|.
a_small = -1e-5
coefficient = (2 - 0.5 / (0.5 - a_small)**2) * (matching_log(a_small) - b)
assert abs(coefficient - 8) < 0.01
print(f"(E+2) ln(1/h) in the deep limit: {coefficient:.4f} hartree")

# Flux scheme for R.
print("R scheme, m=0; h in bohr:")
for h in (0.1, 0.05, 0.02, 0.01):
    error = energy_R(h) + 2
    print(f"  h={h:.2f}: E {error-2:.6f} hartree, "
          f"error/h^2 {error/h**2:.4f} hartree/bohr^2")
assert abs(error / h**2 - 2) < 0.1

# Only the sampled inverse-square term is replaced.
print("repaired u scheme, m=0; h in bohr:")
for h in (1e-2, 1e-3):
    error = energy_u(h, repaired=True) + 2
    print(f"  h={h:.3f}: E {error-2:.6f} hartree, "
          f"error/h {error/h:.4f} hartree/bohr")
assert abs(error / h - 8) < 0.8

# Free particle in a disc of radius 1: no Coulomb term, same logarithm.
h = 1e-3
disc_grid = energy_u(h, box=1.0, charge=0.0)
zero = jn_zeros(0, 1)[0]
disc_exact = zero**2 / 2
k = brentq(lambda q: np.log(q / 2) + GAMMA - np.pi / 2 * y0(q) / j0(q)
           - np.log(1 / h) - b, zero + 1e-8, 3.9)
assert abs(disc_grid - k**2 / 2) < 1e-4
assert disc_grid - disc_exact > 0.1
print(f"free unit disc, h={h:.3f} bohr: matrix {disc_grid:.5f}, "
      f"matching {k**2/2:.5f}, exact {disc_exact:.5f} hartree")

# m = 1: error -(1/81) h^2 ln(1/h) plus a term in h^2 without logarithm.
scaled = []
print("u scheme, m=1; h in bohr:")
for h in (0.005, 0.0025):
    error = energy_u(h, m=1, box=40.0) + 2 / 9
    scaled.append(error / h**2)
    print(f"  h={h:.4f}: error {error:.4e} hartree")
log_slope = (scaled[1] - scaled[0]) / np.log(2)
assert abs(log_slope * 81 + 1) < 0.1
print(f"  coefficient of h^2 ln(1/h): {log_slope:.5f}, "
      f"predicted {-1/81:.5f} hartree/bohr^2")

# Spacing for a one per cent energy error, E = -1.98 hartree.
a_target = 0.5 - 1 / np.sqrt(2 * 1.98)
log10_h = -(matching_log(a_target) - b) / np.log(10)
h_R = brentq(lambda s: energy_R(20.0 / round(20.0 / s)) + 1.98, 0.05, 0.2,
             xtol=1e-3)
print(f"one per cent error, u scheme: log10(h/bohr) = {log10_h:.1f}")
print(f"one per cent error, R scheme: h = {h_R:.2f} bohr")
assert log10_h < -100 and abs(h_R - 0.1) < 0.02
print("every check passed")
```

Output:

```
exact ground energy: -2.0000 hartree = -54.423 eV
constant b: 2.73610 (dimensionless)
hard-disc radius / h: 0.06482 (dimensionless)
v_j/sqrt(j) at j=100000: recurrence 5.117883, law 5.117883
u scheme, m=0; h in bohr, energies in hartree:
  h=0.1000: matrix -0.88319, matching -0.88761, closed -0.73429
  h=0.0100: matrix -1.12311, matching -1.12321, closed -1.06263
  h=0.0010: matrix -1.28781, matching -1.28782, closed -1.25895
  h=0.0001: matrix -1.40386, matching -1.40386, closed -1.38810
  h=0.0001 matrix energy: -38.201 eV
(E+2) ln(1/h) in the deep limit: 7.9997 hartree
R scheme, m=0; h in bohr:
  h=0.10: E -1.980390 hartree, error/h^2 1.9610 hartree/bohr^2
  h=0.05: E -1.995025 hartree, error/h^2 1.9901 hartree/bohr^2
  h=0.02: E -1.999201 hartree, error/h^2 1.9984 hartree/bohr^2
  h=0.01: E -1.999800 hartree, error/h^2 1.9996 hartree/bohr^2
repaired u scheme, m=0; h in bohr:
  h=0.010: E -1.926900 hartree, error/h 7.3100 hartree/bohr
  h=0.001: E -1.992101 hartree, error/h 7.8993 hartree/bohr
free unit disc, h=0.001 bohr: matrix 3.32372, matching 3.32372, exact 2.89159 hartree
u scheme, m=1; h in bohr:
  h=0.0050: error -2.2129e-06 hartree
  h=0.0025: error -6.0670e-07 hartree
  coefficient of h^2 ln(1/h): -0.01234, predicted -0.01235 hartree/bohr^2
one per cent error, u scheme: log10(h/bohr) = -172.1
one per cent error, R scheme: h = 0.10 bohr
every check passed
```
